# Open-Circuit Photovoltage: The Logarithmic Gain and Its Flat-Band Limit: verification in Python

```python
"""Open-circuit photovoltage of an n-type photoelectrode.

Result under test: 100 times more light adds n*VT*ln(100) when the collected
fraction is constant and photocurrent greatly exceeds dark current J0.
If only the space-charge field collects holes, the photovoltage V saturates
below the dark band bending Vb, and the logarithm fails before V reaches Vb.
Symbols: n ideality factor, VT = kT/q, N donor density, W collecting depth,
alpha absorption coefficient, L hole diffusion length, flux photon flux.
Lengths are in cm, currents in A/cm2, potentials in V.
Material parameters are rough typical values for an n-type CeO2 photoanode.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, solve_ivp
from scipy.optimize import brentq

q = const.e
T = 298.15
VT = const.k * T / q
eps_r = 25.0
eps = eps_r * const.epsilon_0 / 100.0
N = 1.0e18
alpha = 1.0e5
Vb = 0.60
V1 = 0.40
flux1 = 1.0e14
step = 100.0
photon_eV = 3.4
idealities = (1.0, 1.5, 2.0)
debye = np.sqrt(eps * VT / (q * N))


def bending_energy(b):
    """b - 1 + exp(-b), stable near zero."""
    if b < 1e-4:
        return b**2 / 2 - b**3 / 6
    return b + np.expm1(-b)


def width(V):
    b = max((Vb - V) / VT, 0.0)
    return debye * np.sqrt(2 * bending_energy(b))


def collected(V, L=0.0):
    return 1 - np.exp(-alpha * width(V)) / (1 + alpha * L)


def dark_prefactor(n, L=0.0):
    """J0 that places the photovoltage at V1 for flux1."""
    return q * flux1 * collected(V1, L) / np.expm1(V1 / (n * VT))


def photovoltage(n, flux, L=0.0):
    J0 = dark_prefactor(n, L)

    def net(V):
        return q * flux * collected(V, L) - J0 * np.expm1(V / (n * VT))
    return brentq(net, 0.0, Vb, xtol=1e-15, rtol=1e-14)


def width_log_slope(V):
    """-d ln W / dV."""
    b = max((Vb - V) / VT, 1e-9)
    return -np.expm1(-b) / (2 * VT * bending_energy(b))


def slope_formula(n, V):
    x = alpha * width(V)
    g = x / np.expm1(x)
    return 1 / (1 / (n * VT * -np.expm1(-V / (n * VT)))
                + g * width_log_slope(V))


# Uncovered charge from direct integration of Poisson's equation.
for b_end in (0.5, 3.0, Vb / VT):
    def poisson(x, s):
        rho = -np.expm1(-s[0])
        return [s[1], rho, rho]

    def surface(x, s):
        return s[0] - b_end
    surface.terminal = True
    start = 1e-5
    sol = solve_ivp(poisson, (0, 60), [start, start, start],
                    events=surface, rtol=1e-10, atol=1e-13)
    charge_depth = sol.y_events[0][0][2] * debye
    assert abs(charge_depth / width(Vb - b_end * VT) - 1) < 1e-4

# Collected fraction from the generation profile.
for V in (0.1, 0.4, 0.55):
    area = quad(lambda x: alpha * np.exp(-alpha * x), 0, width(V))[0]
    assert abs(area - collected(V)) < 1e-9


def charge_constant_collection(n, ratio):
    """Final V/VT from charging a fixed capacitor with constant J/J0."""
    def rate(t, u):
        return [1 - np.expm1(u[0] / n) / ratio]
    sol = solve_ivp(rate, (0, 200), [0.0], method="Radau",
                    rtol=1e-9, atol=1e-11)
    return sol.y[0, -1]


n_critical = (Vb - V1) / (VT * np.log(step))
crossing = {}
for n in idealities:
    ratio1 = q * flux1 * collected(V1) / dark_prefactor(n)
    u1 = charge_constant_collection(n, ratio1)
    u2 = charge_constant_collection(n, step * ratio1)
    assert abs((u2 - u1) * VT - n * VT * np.log(step)) < 1e-4
    crossing[n] = np.expm1(Vb / (n * VT)) / np.expm1(V1 / (n * VT))
    u_cross = charge_constant_collection(n, crossing[n] * ratio1)
    assert abs(u_cross * VT - Vb) < 1e-6
    assert (u2 * VT > Vb) == (n > n_critical)
# Dim-light end: the full gain expression, where ln(100) alone fails.
dim_gain = (charge_constant_collection(1.0, 10.0)
            - charge_constant_collection(1.0, 0.1))
assert abs(dim_gain - np.log(11.0 / 1.1)) < 1e-6
assert dim_gain < 0.6 * np.log(step)

# Local slope from finite differences of the solved current balance.
for n in idealities:
    for factor in (0.01, 1.0, 100.0, 1e4):
        h = 1e-3
        up = photovoltage(n, flux1 * factor * np.exp(h))
        down = photovoltage(n, flux1 * factor * np.exp(-h))
        V = photovoltage(n, flux1 * factor)
        assert abs((up - down) / (2 * h) / slope_formula(n, V) - 1) < 1e-4

# Saturation at very high flux, with remaining bending inversely as flux.
for n in idealities:
    huge = flux1 * 1e7
    left = Vb - photovoltage(n, huge)
    predicted = (VT * dark_prefactor(n) * np.expm1(Vb / (n * VT))
                 / (q * huge * alpha * debye))
    assert left > 0
    assert abs(left / predicted - 1) < 0.01


def settle(n, flux):
    """Charge the space-charge layer from the dark; time to within 1 mV."""
    J0 = dark_prefactor(n)
    target = photovoltage(n, flux)
    time_unit = q * N * width(0.0) / (q * flux * collected(V1))

    def rate(t, s):
        V = s[0]
        cap = q * N * width(V) * width_log_slope(V)
        J = q * flux * collected(V) - J0 * np.expm1(V / (n * VT))
        return [time_unit * J / cap]

    def near(t, s):
        return s[0] - (target - 1e-3)
    sol = solve_ivp(rate, (0, 50), [0.0], method="Radau", events=near,
                    rtol=1e-8, atol=1e-10)
    assert abs(sol.y[0, -1] - target) < 1e-6
    return sol.t_events[0][0] * time_unit


settling = [settle(1.5, flux1), settle(1.5, step * flux1)]

print(f"temperature: {T:.2f} K; kT/q: {VT*1e3:.3f} mV")
print(f"relative permittivity (rough): {eps_r:.0f}")
print(f"donor density (rough): {N:.1e} cm^-3")
print(f"absorption coefficient (rough): {alpha:.1e} cm^-1")
print(f"dark band bending Vb: {Vb:.2f} V; start V1: {V1:.2f} V")
print(f"photon flux: {flux1:.1e} to {step*flux1:.1e} cm^-2 s^-1")
print(f"Debye length: {debye*1e7:.2f} nm")
print(f"W in dark: {width(0)*1e7:.1f} nm; at V1: {width(V1)*1e7:.1f} nm")
print(f"collected fraction at V1: {collected(V1):.4f}")
print(f"photocurrent at V1: {q*flux1*collected(V1)*1e6:.3f} uA/cm2")
print(f"ln(100): {np.log(step):.4f}")
print(f"critical ideality factor n*: {n_critical:.3f}")
print(f"dim-light gain, n=1, J/J0 0.1 to 10: {dim_gain*VT*1e3:.1f} mV")
for n in idealities:
    V2 = photovoltage(n, step * flux1)
    gain_log = n * VT * np.log(step)
    V10 = brentq(lambda V: slope_formula(n, V) - 0.9 * n * VT,
                 0.2, Vb - 1e-4)
    x10 = alpha * width(V10)
    estimate = VT * (1 + 4.5 * n * x10 / np.expm1(x10))
    assert abs(estimate / (Vb - V10) - 1) < 0.12
    print(f"n={n:.1f}: J0 {dark_prefactor(n):.3e} A/cm2")
    print(f"  log gain {gain_log*1e3:.1f} mV; log V2 {V1+gain_log:.4f} V")
    print(f"  field-model gain {(V2-V1)*1e3:.1f} mV; V2 {V2:.4f} V")
    print(f"  collected fraction at V2: {collected(V2):.4f}")
    print(f"  log line meets flat band at M* = {crossing[n]:.1f} x light")
    print(f"  slope 10% low at V {V10:.4f} V, B {(Vb-V10)*1e3:.1f} mV")
    print(f"  estimate of that B: {estimate*1e3:.1f} mV")
    print(f"  field-model V at 10^4 x light: "
          f"{photovoltage(n, 1e4*flux1):.4f} V")
print(f"settling to 1 mV, n=1.5: {settling[0]*1e3:.1f} ms dim, "
      f"{settling[1]*1e3:.2f} ms bright")

# Sizes of neglected effects for the same example.
L = 5e-7
print(f"hole diffusion length tried (rough): {L*1e7:.0f} nm")
for n in idealities:
    V2L = photovoltage(n, step * flux1, L)
    reach = crossing[n] * collected(V1, L) / collected(Vb, L)
    print(f"  n={n:.1f}: V2 {V2L:.4f} V; flat band at {reach:.0f} x light")
C_H = 20e-6
Q_dark = q * N * width(0.0)
J_bright = q * step * flux1 * collected(photovoltage(1.0, step * flux1))
print(f"Helmholtz capacitance (rough): {C_H*1e6:.0f} uF/cm2")
print(f"Helmholtz voltage of full dark charge: {Q_dark/C_H*1e3:.1f} mV")
print(f"surface hole stay for 10 mV edge shift, n=1: "
      f"{C_H*0.01/J_bright*1e3:.2f} ms")
life = 0.01 * N / (alpha * step * flux1)
print(f"lifetime for photocarriers at 1% of donors: {life*1e6:.1f} us")
E00 = const.hbar / 2 * np.sqrt(N * 1e6 / (const.m_e * eps * 100))
print(f"tunnelling energy E00 (free-electron mass): {E00*1e3:.2f} meV")
print(f"dark surface field: {Q_dark/eps/1e6:.3f} MV/cm")
site_density = 4 / (0.54e-7)**3
print(f"donor electrons per Ce site: {N/site_density:.1e}")
power = step * flux1 * photon_eV * q
heat_transfer = 0.05
print(f"bright light: {power*1e3:.2f} mW/cm2 at {photon_eV:.1f} eV")
print(f"heating at {heat_transfer:.2f} W/(cm2 K): "
      f"{power/heat_transfer:.2f} K")
print(f"log gain at 333.15 K, n=1: "
      f"{const.k*333.15/q*np.log(step)*1e3:.1f} mV")
print("all assertions hold")
```

Running it gives:

```
temperature: 298.15 K; kT/q: 25.693 mV
relative permittivity (rough): 25
donor density (rough): 1.0e+18 cm^-3
absorption coefficient (rough): 1.0e+05 cm^-1
dark band bending Vb: 0.60 V; start V1: 0.40 V
photon flux: 1.0e+14 to 1.0e+16 cm^-2 s^-1
Debye length: 5.96 nm
W in dark: 39.8 nm; at V1: 21.9 nm
collected fraction at V1: 0.1971
photocurrent at V1: 3.157 uA/cm2
ln(100): 4.6052
critical ideality factor n*: 1.690
dim-light gain, n=1, J/J0 0.1 to 10: 59.2 mV
n=1.0: J0 5.469e-13 A/cm2
  log gain 118.3 mV; log V2 0.5183 V
  field-model gain 107.2 mV; V2 0.5072 V
  collected fraction at V2: 0.1279
  log line meets flat band at M* = 2402.7 x light
  slope 10% low at V 0.4691 V, B 130.9 mV
  estimate of that B: 131.7 mV
  field-model V at 10^4 x light: 0.5866 V
n=1.5: J0 9.811e-11 A/cm2
  log gain 177.5 mV; log V2 0.5775 V
  field-model gain 146.6 mV; V2 0.5466 V
  collected fraction at V2: 0.0883
  log line meets flat band at M* = 179.4 x light
  slope 10% low at V 0.4184 V, B 181.6 mV
  estimate of that B: 181.7 mV
  field-model V at 10^4 x light: 0.5985 V
n=2.0: J0 1.315e-09 A/cm2
  log gain 236.6 mV; log V2 0.6366 V
  field-model gain 171.0 mV; V2 0.5710 V
  collected fraction at V2: 0.0550
  log line meets flat band at M* = 49.0 x light
  slope 10% low at V 0.3682 V, B 231.8 mV
  estimate of that B: 230.4 mV
  field-model V at 10^4 x light: 0.5996 V
settling to 1 mV, n=1.5: 106.2 ms dim, 2.66 ms bright
hole diffusion length tried (rough): 5 nm
  n=1.0: V2 0.5096 V; flat band at 11872 x light
  n=1.5: V2 0.5529 V; flat band at 886 x light
  n=2.0: V2 0.5824 V; flat band at 242 x light
Helmholtz capacitance (rough): 20 uF/cm2
Helmholtz voltage of full dark charge: 31.9 mV
surface hole stay for 10 mV edge shift, n=1: 0.98 ms
lifetime for photocarriers at 1% of donors: 10.0 us
tunnelling energy E00 (free-electron mass): 3.71 meV
dark surface field: 0.288 MV/cm
donor electrons per Ce site: 3.9e-05
bright light: 5.45 mW/cm2 at 3.4 eV
heating at 0.05 W/(cm2 K): 0.11 K
log gain at 333.15 K, n=1: 132.2 mV
all assertions hold
```
